# Reducing Rotation Representations under the Octahedral Group and Its Double Group

## What fails with the ordinary group

Suppose a program reduces a \(J=5/2\) level in a cubic field with the 24 rotations of the cube and their ordinary character table. The level's characters are 6 for the identity, \(-\sqrt2\) for each of the six quarter-turns, and 0 for all other rotations. The number of copies of the trivial representation comes out as

\[
\frac{6-6\sqrt2}{24}\approx-0.10 ,
\]

which cannot be a multiplicity. This value takes each quarter-turn as 90° about its own directed axis. Writing three of them as 270° turns instead flips their characters to \(+\sqrt2\) and gives \(6/24=0.25\), so the answer even depends on the bookkeeping. The fault lies in the group: a rotation by \(2\pi\) changes the sign of a half-integer state, so the 24 rotations do not have single-valued matrices on it. The double group, with 48 elements, cures this. The results are

\[
D^{3}=A_2+T_1+T_2,\qquad D^{5/2}=\Gamma_7+\Gamma_8 .
\]

Here \(D^j\) is the \((2j+1)\)-dimensional rotation representation. Without spin-orbit coupling, an f orbital therefore splits into at most three levels, of orbital degeneracy 1, 3 and 3. A \(J=5/2\) multiplet splits into a doublet and a quartet. Symmetry gives these labels and degeneracies. It does not give the energies or their order. Throughout, "cubic" means a site with all 24 rotations of the cube (point group \(O\) or \(O_h\)).

## Characters of rotations

Angular momenta are in units of \(\hbar\), and a rotation by \(\alpha\) about the unit vector \(\mathbf n\) is \(\exp(-i\alpha\,\mathbf n\cdot\mathbf J)\). Its trace does not depend on \(\mathbf n\), since all axes are related by a change of basis. With \(\mathbf n\) along \(z\),

\[
\chi^j(\alpha)=\sum_{m=-j}^{j}e^{-im\alpha}.
\]

Multiply by \(e^{i\alpha/2}-e^{-i\alpha/2}\). Neighbouring terms cancel, and the two ends remain:

\[
2i\sin\frac{\alpha}{2}\,\chi^j(\alpha)
=e^{i(j+1/2)\alpha}-e^{-i(j+1/2)\alpha},
\]

\[
\chi^j(\alpha)=\frac{\sin[(2j+1)\alpha/2]}{\sin(\alpha/2)} .
\]

At \(\alpha=0\) the sum is \(2j+1\). Adding \(2\pi\) to \(\alpha\) multiplies every term by \(e^{-2\pi im}=(-1)^{2j}\), so

\[
\chi^j(\alpha+2\pi)=(-1)^{2j}\chi^j(\alpha).
\]

Code should treat \(\alpha=0\) and \(2\pi\) separately, because the quotient is \(0/0\) there.

## The 48 elements and their classes

Let \(O\) be the group of proper rotations of a cube with its faces normal to \(x,y,z\). Each rotation has two SU(2) matrices, differing in sign. Together they form the double group \(O'\). Write them as

\[
u(\mathbf n,\alpha)=\cos\frac{\alpha}{2}
-i\,\mathbf n\cdot\boldsymbol\sigma\,\sin\frac{\alpha}{2},
\qquad 0\le\alpha\le2\pi ,
\]

where \(\boldsymbol\sigma\) are the Pauli matrices. For \(0<\alpha<2\pi\) the sine is positive, so \(u\) fixes both \(\alpha\) and the directed axis \(\mathbf n\). The ends of the range are \(E=1\) and \(\bar E=-1\).

Conjugation by \(h\) rotates the axis and keeps the angle:

\[
h\,u(\mathbf n,\alpha)\,h^{-1}=u(R_h\mathbf n,\alpha).
\]

A class is thus one angle combined with one set of directions that the cube's rotations carry into each other. These sets are the 8 corners, the 6 face centres and the 12 edge midpoints. The classes are:

- \(E\) and \(\bar E\), with one element each;
- \(C_3\) (120°) and \(\bar EC_3\) (240°), with 8 each;
- \(C_4\) (90°) and \(\bar EC_4\) (270°), with 6 each;
- \(C_2\) (180° about face directions), with 6;
- \(C_2'\) (180° about edge directions), with 12.

The sizes add to 48. The name \(\bar EC_3\) is justified by \(u(\mathbf n,240^\circ)=\bar E\,u(-\mathbf n,120^\circ)\), and \(\bar EC_4\) is named in the same way.

Half-turns are special. Since \(u(-\mathbf n,\pi)=\bar E\,u(\mathbf n,\pi)\), and \(-\mathbf n\) belongs to the same set of directions as \(\mathbf n\), a half-turn and its product with \(\bar E\) share a class. If \(\bar E\) is represented by \(-1\), their characters must be both equal and opposite, hence zero.

In \(O\) itself, the class sizes for \(E,C_3,C_2,C_4,C_2'\) are 1, 8, 3, 6, 6.

## The reduction formula

Take two unitary representations \(D\) and \(D'\) of a finite group \(G\) with \(|G|\) elements. The group acts on linear maps \(M\) from the second space to the first by \(M\to D(g)MD'(g)^{-1}\). The trace of this action is \(\chi(g)\chi'(g)^*\). Its average over the group projects onto the maps that the group leaves unchanged, and the trace of a projector is the dimension of its range. Therefore

\[
\frac1{|G|}\sum_g\chi(g)\chi'(g)^*
=\text{number of independent invariant maps}.
\]

For irreducible representations (irreps), Schur's lemma says this number is 1 if they are equivalent and 0 otherwise. Irreducible characters are thus orthonormal. A unitary representation splits into irreps, \(\chi=\sum_\Gamma n_\Gamma\chi_\Gamma\), so

\[
n_\Gamma=\frac1{|G|}\sum_C N_C\,\chi_\Gamma(C)^*\chi(C),
\qquad
\frac1{|G|}\sum_C N_C|\chi(C)|^2=\sum_\Gamma n_\Gamma^2 ,
\]

where \(N_C\) is the size of class \(C\). A squared norm of 1 proves irreducibility.

There is also a test of completeness. Let the group permute its own elements by left multiplication. The character is \(|G|\) at the identity and zero elsewhere, so each irrep occurs \(d_\Gamma\) times, where \(d_\Gamma\) is its dimension. Counting dimensions gives \(\sum_\Gamma d_\Gamma^2=|G|\).

## Constructing the character table

Every rotation in \(O\) permutes the three coordinate axes, apart from their directions. \(C_3\) permutes them cyclically, \(C_2\) leaves each in place, and \(C_4\) and \(C_2'\) exchange two. This gives the irreps with \(\bar E=+1\):

- \(A_1\) is the trivial representation.
- \(A_2\) is the sign of the axis permutation.
- \(E\) is the permutation representation less its invariant vector \((1,1,1)\). Its character is the number of axes left in place, minus one.
- \(T_1\) is the vector representation, with character \(\chi^1=1+2\cos\alpha\).
- \(T_2=A_2\times T_1\).

| | \(E\) | \(8C_3\) | \(3C_2\) | \(6C_4\) | \(6C_2'\) |
|---|---:|---:|---:|---:|---:|
| \(A_1\) | 1 | 1 | 1 | 1 | 1 |
| \(A_2\) | 1 | 1 | 1 | −1 | −1 |
| \(E\) | 2 | −1 | 2 | 0 | 0 |
| \(T_1\) | 3 | 0 | −1 | 1 | −1 |
| \(T_2\) | 3 | 0 | −1 | −1 | 1 |

The one-dimensional rows are irreducible. The squared norm of \(E\) is \((4+8+12)/24=1\), and that of \(T_1\) or \(T_2\) is \((9+3+6+6)/24=1\). The rows differ, so the irreps are inequivalent.

For irreps with \(\bar E=-1\), start from \(\Gamma_6=D^{1/2}\), whose character is \(2\cos(\alpha/2)\). Then form \(\Gamma_7=A_2\times\Gamma_6\) and \(\Gamma_8=E\times\Gamma_6\):

| | \(E\) | \(8C_3\) | \(6C_4\) | half-turns |
|---|---:|---:|---:|---:|
| \(\Gamma_6\) | 2 | 1 | \(\sqrt2\) | 0 |
| \(\Gamma_7\) | 2 | 1 | \(-\sqrt2\) | 0 |
| \(\Gamma_8\) | 4 | −1 | 0 | 0 |

The entries for \(\bar E,\bar EC_3,\bar EC_4\) have the opposite signs. Including them doubles the sums, so the squared norm of \(\Gamma_6\) or \(\Gamma_7\) is \(2(4+8+12)/48=1\), and that of \(\Gamma_8\) is \(2(16+8)/48=1\). The squared dimensions add up to

\[
1+1+4+9+9+4+4+16=48,
\]

so the list is complete.

## The f orbital

For \(l=3\), the rotation formula gives

\[
\chi^3(C_3)=\frac{\sin420^\circ}{\sin60^\circ}=1,\quad
\chi^3(C_4)=\frac{\sin315^\circ}{\sin45^\circ}=-1,\quad
\chi^3(C_2)=\chi^3(C_2')=\frac{\sin630^\circ}{\sin90^\circ}=-1 .
\]

Together with \(\chi^3(E)=7\), and in the column order of the first table,

\[
\begin{aligned}
n_{A_1}&=(7+8-3-6-6)/24=0,\\
n_{A_2}&=(7+8-3+6+6)/24=1,\\
n_E&=(14-8-6+0+0)/24=0,\\
n_{T_1}&=(21+0+3-6+6)/24=1,\\
n_{T_2}&=(21+0+3+6-6)/24=1 .
\end{aligned}
\]

Using \(O\) is sufficient here: for integer \(j\), the sum over \(O'\) counts each rotation twice and divides by 48.

Explicit functions confirm the labels. A rotation in \(O\) permutes \(x,y,z\) and attaches signs. Its determinant is \(+1\), so the product of the attached signs equals the sign of the permutation. Therefore:

- \(xyz\) is multiplied by the permutation sign, which is \(A_2\).
- \(x(5x^2-3r^2)\) and its cyclic partners transform as \(x,y,z\), which is \(T_1\).
- \(x(y^2-z^2)\) and its cyclic partners transform as a vector times the permutation sign, because an odd permutation reverses the difference of squares. This is \(T_2\).

All seven functions are cubic polynomials with zero Laplacian, hence \(l=3\) functions. For example,

\[
\nabla^2(2x^3-3xy^2-3xz^2)=12x-6x-6x=0 .
\]

If the site also has inversion symmetry, f functions are odd and the labels become \(a_{2u},t_{1u},t_{2u}\). At a tetrahedral \(T_d\) site the degeneracies are the same but the labels change: \(xyz\) is then totally symmetric, \(A_1\).

## The J = 5/2 multiplet

For \(j=5/2\), the characters are

\[
\chi(E)=6,\quad
\chi(C_3)=\frac{\sin360^\circ}{\sin60^\circ}=0,\quad
\chi(C_4)=\frac{\sin270^\circ}{\sin45^\circ}=-\sqrt2 ,
\]

and zero for half-turns. Under multiplication by \(\bar E\), both this character and those of \(\Gamma_6,\Gamma_7,\Gamma_8\) change sign, so their product does not. The sum over 48 elements becomes twice the sum over \(E,C_3,C_4\):

\[
\begin{aligned}
n_{\Gamma_6}&=2[2\cdot6+6\sqrt2(-\sqrt2)]/48=2(12-12)/48=0,\\
n_{\Gamma_7}&=2[2\cdot6+6(-\sqrt2)(-\sqrt2)]/48=2(12+12)/48=1,\\
n_{\Gamma_8}&=2[4\cdot6+0]/48=1 .
\end{aligned}
\]

The irreps with \(\bar E=+1\) do not occur, since their contributions from \(g\) and \(\bar Eg\) cancel.

## Projectors and the sign of the matrices

To label numerical eigenvectors, use

\[
P_\Gamma=\frac{d_\Gamma}{|G|}\sum_g\chi_\Gamma(g)^*D(g).
\]

Because \(\chi_\Gamma\) is constant on classes, \(P_\Gamma\) commutes with the group. On an irrep \(\Gamma'\) it is therefore a number, by Schur's lemma. Its trace there is \(d_\Gamma\delta_{\Gamma\Gamma'}\), so that number is 1 for \(\Gamma'=\Gamma\) and 0 otherwise.

For half-integer \(j\), a \(3\times3\) rotation matrix does not determine the sign of \(D^j(g)\). Store the SU(2) matrix \(u=c-i\,\mathbf s\cdot\boldsymbol\sigma\) instead, and recover

\[
c=\tfrac12\operatorname{Tr}u,\qquad
s_k=\tfrac i2\operatorname{Tr}(\sigma_k u),\qquad
\alpha=2\,\operatorname{atan2}(|\mathbf s|,c),\qquad
\mathbf n=\mathbf s/|\mathbf s| .
\]

When \(|\mathbf s|=0\), any axis will serve. The character and \(D^j\) must refer to the same \(u\).

## How many field parameters remain

An operator that commutes with the group can mix equivalent copies of an irrep, but not different irreps. It has \(n_\Gamma^2\) free coefficients for each \(\Gamma\). Operators on a spin-\(j\) space also decompose into tensor ranks \(k=0,\ldots,2j\), each transforming as \(D^k\). Counting the invariants both ways gives

\[
\sum_\Gamma n_\Gamma^2=\sum_{k=0}^{2j}n_{A_1}(k).
\]

For \(l=3\) there are three invariants, of ranks 0, 4 and 6. Rank 0 shifts all levels together, which leaves two splitting parameters. This count is for \(O\). A site that lacks the \(C_4\) and \(C_2'\) operations (point group \(T\) or \(T_h\)) allows a second rank-6 term, which mixes the two triplets. With three independent coefficients for three irreps, the levels can stand in any order. For \(j=5/2\) there are two invariants, of ranks 0 and 4, so one parameter fixes the splitting.

When an irrep repeats, as in \(D^{9/2}=\Gamma_6+2\Gamma_8\), symmetry no longer fixes the eigenvectors: the field can mix the two \(\Gamma_8\) copies. The count \(\sum_\Gamma n_\Gamma^2\) includes every invariant operator, but a crystal field without a magnetic field is also even under time reversal. Time reversal sends \(\mathbf J\) to \(-\mathbf J\), so only even ranks are allowed. For \(J=9/2\) the count is \(1+4=5\), with ranks 0, 4, 6, 8 and 9. The rank-9 invariant is odd, so symmetry allows four. If the multiplet belongs to an f shell, there is a further limit: a one-electron field acts on \(l=3\) orbitals and has no rank above 6. To first order only ranks 0, 4 and 6 then remain. For \(l=3\) and \(j=5/2\) all the invariants have even rank, and the counts above stand.

A periodicity rule helps in checking tables. Raising \(j\) by 12 adds \(12\alpha\) to the argument of the sine in the numerator of \(\chi^j\). This is a multiple of \(2\pi\) for every angle in the group, so the characters change at \(E\) and \(\bar E\) alone, by \(24\) and \((-1)^{2j}24\). Each irrep with matching \(\bar E\) sign then gains \((24d_\Gamma+24d_\Gamma)/48=d_\Gamma\) copies.

## A rank-four cubic field

Let \(X=j(j+1)\) and take

\[
H=20B_4\left[J_x^4+J_y^4+J_z^4-\frac{X(3X-1)}5\right].
\]

Rotations in \(O\) permute the \(J_i\) up to sign, so \(H\) is invariant. To obtain its matrix, insert \(J_x=(J_++J_-)/2\) and \(J_y=(J_+-J_-)/(2i)\):

\[
J_x^4+J_y^4=\tfrac18\left(J_+^4+J_-^4+S\right),
\]

where \(S\) is the sum of the six orderings of two \(J_+\) and two \(J_-\). On \(|m\rangle\), put \(Y=X-m^2\). Then \(J_-J_+\) gives \(Y-m\) and \(J_+J_-\) gives \(Y+m\). The four orderings that return to \(m\) after two steps sum to \((2Y)^2\). The other two give the remaining products:

\[
\begin{aligned}
S&=4Y^2+(Y-m)(Y-3m-2)+(Y+m)(Y+3m-2)\\
&=6Y^2-4Y+6m^2 .
\end{aligned}
\]

The diagonal part of \(H/B_4\) is therefore

\[
\begin{aligned}
h_m&=20m^4+15Y^2-10Y+15m^2-12X^2+4X\\
&=35m^4-(30X-25)m^2+3X^2-6X .
\end{aligned}
\]

The off-diagonal part is \(\tfrac52(J_+^4+J_-^4)\). In Stevens notation these two parts are \(O_4^0\) and \(5O_4^4\), so \(H=B_4(O_4^0+5O_4^4)\).

**J = 5/2.** With \(X=35/4\), \(h_m=60,-180,120\) for \(|m|=5/2,3/2,1/2\). The ladder factors from \(-3/2\) to \(5/2\) give \(\tfrac52\sqrt{8\cdot9\cdot8\cdot5}=60\sqrt5\). In the basis \(|5/2\rangle,|-3/2\rangle\),

\[
\frac H{B_4}=
\begin{pmatrix}60&60\sqrt5\\60\sqrt5&-180\end{pmatrix}.
\]

Acting on \((1,-\sqrt5)\), this gives \(-240(1,-\sqrt5)\). Acting on \((\sqrt5,1)\), it gives \(120(\sqrt5,1)\). The block with all \(m\) reversed is identical, and \(|\pm1/2\rangle\) are uncoupled at 120. The doublet at \(-240\) must be \(\Gamma_7\), and the quartet at 120 must be \(\Gamma_8\). The doublet states are

\[
|\Gamma_7,\pm\rangle=\frac{|\pm5/2\rangle-\sqrt5\,|\mp3/2\rangle}{\sqrt6},
\]

with weights \(1/6\) and \(5/6\).

**f orbital.** Replace \(\mathbf J\) by \(\mathbf L\), with \(X=12\), and set the rank-six term to zero. Then \(h_m=360,60,-420,180\) for \(|m|=0,1,2,3\).

- The state \(m=0\) is uncoupled at 360. It is proportional to \(z(5z^2-3r^2)\), so this level is \(T_1\).
- The states \(m=\pm2\) are coupled by \(\tfrac52\sqrt{10\cdot12\cdot12\cdot10}=300\), giving \(-420\pm300=-120,-720\).
- The states \(3,-1\), and likewise \(-3,1\), are coupled by \(\tfrac52\sqrt{12\cdot12\cdot10\cdot6}=60\sqrt{15}\), giving \(120\pm\sqrt{60^2+54000}=360,-120\).

The degeneracies identify \(-720\) as \(A_2\), and the remaining triplet at \(-120\) as \(T_2\).

For the round model value \(B_4=0.05\) meV, used separately in the two cases:

| Level | \(E/B_4\) | \(E\) (meV) |
|---|---:|---:|
| f, \(A_2\) | −720 | −36 |
| f, \(T_2\) | −120 | −6 |
| f, \(T_1\) | 360 | 18 |
| \(J=5/2\), \(\Gamma_7\) | −240 | −12 |
| \(J=5/2\), \(\Gamma_8\) | 120 | 6 |

The \(J=5/2\) splitting is \(6-(-12)=18\) meV, equivalent to about 209 K. The energies weighted by degeneracy sum to zero in each case: \(-36+3(-6)+3(18)=0\) and \(2(-12)+4(6)=0\). Reversing the sign of \(B_4\) reverses both level orders.

The f-orbital energies omit spin-orbit coupling. With spin included, each orbital label is multiplied by \(\Gamma_6\): \(A_2\) becomes \(\Gamma_7\), \(T_1\) becomes \(\Gamma_6+\Gamma_8\), and \(T_2\) becomes \(\Gamma_7+\Gamma_8\), so the coupling can split both triplets. The \(J=5/2\) energies omit mixing with other \(J\) multiplets. Such mixing changes energies and states, but the labels \(\Gamma_7\) and \(\Gamma_8\) remain valid while the Hamiltonian keeps the symmetry \(O\). Displacements of the neighbours that respect all rotations of \(O\) change the field parameters but not the labels. A magnetic field lowers the symmetry, and so does any homogeneous strain that is not a uniform expansion or compression. The reduction must then be made for the group that remains. The numerical check tests the multiplicities up to \(j=15/2\) by projector ranks and by the degeneracies of group-averaged random matrices.

## Calculated quantities

```
Double group order: 48  classes: 8
Class: size, angle (deg), chi l=3, chi j=5/2
  E         1    0   7.0000   6.0000
  Ebar      1  360   7.0000  -6.0000
  C3        8  120   1.0000   0.0000
  EbarC3    8  240   1.0000   0.0000
  C4        6   90  -1.0000  -1.4142
  EbarC4    6  270  -1.0000   1.4142
  C2        6  180  -1.0000   0.0000
  C2'      12  180  -1.0000   0.0000
Character table, classes in the same order:
  A1:  1.0000  1.0000  1.0000  1.0000  1.0000  1.0000  1.0000  1.0000
  A2:  1.0000  1.0000  1.0000  1.0000 -1.0000 -1.0000  1.0000 -1.0000
  E:  2.0000  2.0000 -1.0000 -1.0000  0.0000  0.0000  2.0000  0.0000
  T1:  3.0000  3.0000  0.0000  0.0000  1.0000  1.0000 -1.0000 -1.0000
  T2:  3.0000  3.0000  0.0000  0.0000 -1.0000 -1.0000 -1.0000  1.0000
  G6:  2.0000 -2.0000  1.0000 -1.0000  1.4142 -1.4142  0.0000  0.0000
  G7:  2.0000 -2.0000  1.0000 -1.0000 -1.4142  1.4142  0.0000  0.0000
  G8:  4.0000 -4.0000 -1.0000  1.0000  0.0000  0.0000  0.0000  0.0000
Reductions:
  j = 0: A1
  j = 1: T1
  j = 2: E + T2
  j = 3: A2 + T1 + T2
  j = 4: A1 + E + T1 + T2
  j = 5: E + 2T1 + T2
  j = 6: A1 + A2 + E + T1 + 2T2
  j = 1/2: G6
  j = 3/2: G8
  j = 5/2: G7 + G8
  j = 7/2: G6 + G7 + G8
  j = 9/2: G6 + 2G8
  j = 11/2: G6 + G7 + 2G8
  j = 13/2: G6 + 2G7 + 2G8
  j = 15/2: G6 + G7 + 3G8
Invariant operators, l = 3: 3
Invariant operators, j = 5/2: 2
Gamma7 weight on m = 5/2: 0.166667
Gamma7 weight on m = -3/2: 0.833333
Model B4 = 0.050 meV
l = 3 A2: E/B4 = -720.000, E = -36.000 meV
l = 3 T1: E/B4 = 360.000, E = 18.000 meV
l = 3 T2: E/B4 = -120.000, E = -6.000 meV
J = 5/2 G7: E/B4 = -240.000, E = -12.000 meV
J = 5/2 G8: E/B4 = 120.000, E = 6.000 meV
J = 5/2 splitting G8 - G7 = 18.000 meV
J = 5/2 splitting / k_B = 208.88 K
```
